# Reptation Monte Carlo: path density, grow-and-cut acceptance, end and middle estimators

## 1. What symmetry suggests

A reptile is a chain of configurations \(X=(R_0,\dots,R_M)\) whose statistical weight is a product over links, with a trial-function factor at each end. A grow-and-cut move adds a link at one end and removes one at the other. Three requirements constrain its acceptance ratio \(r\).

- The reverse move restores the old link and removes the new one, so \(r(X\to Y)\,r(Y\to X)=1\).
- The interior links are common to both paths and must cancel, so, for a proposal that depends only on the end bead, \(r\) depends on the added and the removed link alone.
- The weight is unchanged when the chain is read backwards, so both ends are governed by the same function.

These conditions do not determine \(r\) uniquely. They are met by the form that Section 3 derives from detailed balance,

\[
r=\frac{w(\text{added link})}{w(\text{removed link})}.
\]

Section 3 also shows that the link kernel \(G\) and the proposal density \(T\) enter \(w\) as \(G/T\), multiplied by a ratio of trial-function values. In \(d\) dimensions both \(G\) and \(T\) have dimension length\(^{-d}\), so this \(w\) is dimensionless.

## 2. The path density

In atomic units let \(H=K+V\), with \(K=-\tfrac12\nabla^2\) and \(R\) the set of all \(d\) coordinates. The ground state \(\phi_0\) is assumed nodeless, and the trial function \(\Psi\) real and positive, so that the path weight is a probability. States with nodes need an additional constraint and are not covered. For total imaginary time \(\beta=M\tau\), with \(M\) even, define

\[
Z=\langle\Psi|e^{-\beta H}|\Psi\rangle .
\]

Writing \(e^{-\beta H}=(e^{-\tau H})^M\) and inserting a resolution of the identity in position between factors gives

\[
Z=\int dR_0\cdots dR_M\;\Psi(R_0)\Big[\prod_{i=0}^{M-1}G(R_{i+1},R_i)\Big]\Psi(R_M),
\]

where \(G(R',R)=\langle R'|e^{-\tau H}|R\rangle\). The integrand divided by \(Z\) is the path density \(\Pi(X)\). Each end carries one power of \(\Psi\). Since \(G\) is symmetric, \(\Pi\) is invariant under reversal of the path.

In practice \(G\) is approximated. For a smooth potential a suitable choice is the kernel of \(S(\tau)=e^{-\tau V/2}e^{-\tau K}e^{-\tau V/2}\),

\[
G(R',R)=(2\pi\tau)^{-d/2}\exp\!\Big[-\frac{|R'-R|^2}{2\tau}-\tau\bar V\Big],\qquad \bar V=\tfrac12[V(R)+V(R')].
\]

This Trotter link is positive and symmetric. Because \(S(\tau)S(-\tau)=1\), the logarithm of \(S\) is odd in \(\tau\), so formally

\[
S(\tau)=\exp[-\tau(H+\tau^2C+\dots)]
\]

with \(C\) Hermitian. The path therefore projects with a Hamiltonian shifted at order \(\tau^2\), and averages acquire an \(O(\tau^2)\) error. The argument needs a potential smooth enough for the commutators in \(C\) to be harmless; a bare Coulomb attraction is not.

## 3. The acceptance ratio

Let \(F=\nabla\ln\Psi\). A new bead \(R'\) is proposed from the end bead \(R\) by a drifted Gaussian step,

\[
T(R'\leftarrow R)=(2\pi\tau)^{-d/2}\exp\!\Big[-\frac{|R'-R-\tau F(R)|^2}{2\tau}\Big].
\]

Consider growth at \(R_M\) with removal of \(R_0\), so that \(Y=(R_1,\dots,R_{M+1})\). The opposite move, starting from \(Y\), must propose \(R_0\) from \(R_1\). Detailed balance between these two moves requires

\[
\Pi(X)\,T(R_{M+1}\leftarrow R_M)\,A(X\to Y)=\Pi(Y)\,T(R_0\leftarrow R_1)\,A(Y\to X).
\]

The Metropolis choice \(A=\min(1,r)\) satisfies this with

\[
r=\frac{\Pi(Y)\,T(R_0\leftarrow R_1)}{\Pi(X)\,T(R_{M+1}\leftarrow R_M)} .
\]

All links from \(R_1\) to \(R_M\) cancel in the ratio of densities:

\[
\frac{\Pi(Y)}{\Pi(X)}=\frac{\Psi(R_1)\,G(R_{M+1},R_M)\,\Psi(R_{M+1})}{\Psi(R_0)\,G(R_1,R_0)\,\Psi(R_M)} .
\]

Collecting the factors of the new link and those of the cut link gives

\[
r=\frac{\Psi(R_{M+1})G(R_{M+1},R_M)}{\Psi(R_M)T(R_{M+1}\leftarrow R_M)}\cdot
\frac{\Psi(R_1)T(R_0\leftarrow R_1)}{\Psi(R_0)G(R_1,R_0)} .
\]

With \(G(R_1,R_0)=G(R_0,R_1)\), the second fraction is the inverse of the first with its arguments replaced. Hence

\[
\boxed{A=\min\!\Big\{1,\frac{w(R_{M+1}\leftarrow R_M)}{w(R_0\leftarrow R_1)}\Big\}},\qquad
w(R'\leftarrow R)=\frac{\Psi(R')\,G(R',R)}{\Psi(R)\,T(R'\leftarrow R)} .
\]

In the denominator the arrow points towards the bead being cut, because the reverse move would have to grow that bead. Growth at \(R_0\) follows by reversing the labels: \(r=w(R_{\rm new}\leftarrow R_0)/w(R_M\leftarrow R_{M-1})\). The result holds at any \(\tau\) for the chosen \(G\): the proposal affects efficiency, not the sampled density.

## 4. Relation to the local energy

Let \(E_L=H\Psi/\Psi\). From \(\nabla^2\Psi/\Psi=\nabla\cdot F+F^2\),

\[
E_L=V-\tfrac12\nabla\cdot F-\tfrac12F^2 .
\]

Averaging \(w\) over the proposal cancels \(T\):

\[
\int dR'\,T\,w=\frac{1}{\Psi(R)}\int dR'\,G(R',R)\Psi(R')=1-\tau E_L(R)+O(\tau^2).
\]

A single value of \(w\) behaves differently. With \(\Delta=R'-R\), the quadratic terms in \(\ln G-\ln T\) combine to \(-\Delta\cdot F+\tau F^2/2\), so for the Trotter link

\[
\ln w=\ln\Psi(R')-\ln\Psi(R)-\Delta\cdot F+\tfrac{\tau}{2}F^2-\tau\bar V .
\]

Typical steps have \(|\Delta|\sim\sqrt\tau\). Expanding \(\ln\Psi(R')\) to second order and inserting \(E_L\) yields

\[
\ln w=-\tau E_L+\tfrac12\sum_{ij}(\Delta_i\Delta_j-\tau\delta_{ij})\,\partial_iF_j+O(\tau^{3/2}).
\]

The middle term has zero mean at leading order, but its size is \(O(\tau)\), the same as that of \(\tau E_L\). Replacing \(w\) by \(e^{-\tau E_L}\) in a code that uses the Trotter link would therefore sample a different density.

An acceptance ratio governed by local energies belongs to another symmetric link,

\[
G_L(R',R)=\sqrt{T(R'\leftarrow R)\,T(R\leftarrow R')}\;e^{-\tau\bar E_L},\qquad \bar E_L=\tfrac12[E_L(R)+E_L(R')].
\]

Writing \(F'=F(R')\), its weight obeys

\[
\ln w=-\tau\bar E_L+\Big[\ln\frac{\Psi(R')}{\Psi(R)}-\tfrac12\Delta\cdot(F+F')\Big]-\tfrac{\tau}{4}(F'^2-F^2).
\]

The bracket is the error of the trapezoidal rule for \(\int F\cdot dR\), of order \(\Delta^3\); the last term is of order \(\tau\Delta\). Both are \(O(\tau^{3/2})\), so

\[
r\approx\exp\{-\tau[\bar E_L({\rm new})-\bar E_L({\rm cut})]\}.
\]

This convenience costs accuracy. For a one-dimensional Gaussian trial function, \(F=-ax\), inserting \(T\) and \(E_L\) gives

\[
G_L=(2\pi\tau)^{-1/2}\exp\!\Big[-\frac{\Delta^2}{2\tau}(1-a\tau)-\frac{a\tau}{2}-\tau\bar V\Big].
\]

The free-particle variance has changed from \(\tau\) to \(\tau/(1-a\tau)\). Apart from a constant factor, the kinetic energy has been multiplied by \(1/(1-a\tau)=1+a\tau+\dots\), a first-order error in the Hamiltonian. This reading as a rescaled kinetic energy needs \(a\tau<1\), so that the variance is positive.

## 5. Choosing the direction

If the growing end is chosen at random with probability \(\tfrac12\) before each move, the pairwise balance of Section 3 gives detailed balance for the whole chain. The drawback is that the reptile diffuses: \(n\) accepted moves give a net displacement of order \(\sqrt n\), so renewing all \(M\) links takes of order \(M^2\) moves.

The bounce rule keeps the direction after an acceptance and reverses it after a rejection. Its state is \((X,s)\) with \(s=\pm\), and the claimed stationary density is \(\tfrac12\Pi(X)\). Let \(P_s(X\to Y)\) be the probability density of an accepted move in direction \(s\), and \(a_s(Y)=\int dX\,P_s(Y\to X)\) the total acceptance from \(Y\). The probability flowing into \((Y,+)\) is

\[
\tfrac12\int dX\,\Pi(X)P_+(X\to Y)+\tfrac12\Pi(Y)[1-a_-(Y)] .
\]

The first term counts accepted forward moves; the second counts rejected backward moves at \(Y\), which turn \(-\) into \(+\). By pairwise balance \(\Pi(X)P_+(X\to Y)=\Pi(Y)P_-(Y\to X)\), so the first term equals \(\tfrac12\Pi(Y)a_-(Y)\) and the sum is \(\tfrac12\Pi(Y)\). The density is stationary, although detailed balance on the space \((X,s)\) fails.

The reversal is essential. If the reptile kept its direction after a rejection, the inflow would contain \(a_-(Y)\) and the outflow \(a_+(Y)\), which generally differ. Enumeration of all four-bead paths on three sites, with randomly drawn positive \(\Psi\), symmetric \(G\) and normalized \(T\), confirms this: the summed stationarity defect is zero to rounding for both valid rules, while for one such draw it is 0.275 when the direction never reverses and 0.153 when the proposal densities are left out of \(r\). The two nonzero values change from draw to draw; the result is that they do not vanish.

One move with the bounce rule is then:

1. Propose \(R'=R+\tau F(R)+\sqrt\tau\,\xi\) from the growing end \(R\), with \(\xi\) a vector of standard normal numbers.
2. Compute \(\ln r\) as the difference of two values of \(\ln w\), and accept if \(\ln u<\ln r\) for uniform \(u\in(0,1)\).
3. On acceptance, write the new bead into the storage slot of the cut bead and shift the index of the first bead in the ring. On rejection, keep the path and reverse the direction.
4. Accumulate averages from the current path whether or not the move was accepted.

## 6. Energy at the ends

Since \(E_L(R_0)\Psi(R_0)=(H\Psi)(R_0)\), averaging the local energy over the first bead gives, for the exact propagator,

\[
E(\beta)=\langle E_L(R_0)\rangle=\frac{\langle\Psi|He^{-\beta H}|\Psi\rangle}{\langle\Psi|e^{-\beta H}|\Psi\rangle}.
\]

The last bead has the same mean by reversal symmetry, so the two are averaged. Because \(H\) commutes with \(e^{-\beta H/2}\), this mixed expression is also the ordinary expectation value of \(H\) in the state \(e^{-\beta H/2}\Psi\). It is therefore an upper bound to \(E_0\).

Let \(c_n=\langle n|\Psi\rangle\) and \(p_n\propto c_n^2e^{-\beta E_n}\), normalized to one. Then \(E(\beta)=\sum_np_nE_n\), and differentiating both the numerator and the normalization gives

\[
\frac{dE}{d\beta}=-\Big[\sum_np_nE_n^2-\Big(\sum_np_nE_n\Big)^2\Big]=-\mathrm{Var}(H)\le0 .
\]

If \(\Delta_1\) is the gap to the lowest excited state contained in \(\Psi\), the excess \(E(\beta)-E_0\) decays as \(e^{-\beta\Delta_1}\).

At finite \(\tau\) the approximate propagator does not commute with \(H\), and the bound is lost. The example below shows an energy below \(E_0\).

## 7. Pure averages at the middle

For an observable \(O(R)\) that is a function of position, splitting the path at its centre gives

\[
\langle O(R_{M/2})\rangle=\frac{\langle\Psi|e^{-\beta H/2}\,O\,e^{-\beta H/2}|\Psi\rangle}{\langle\Psi|e^{-\beta H}|\Psi\rangle}\longrightarrow\langle\phi_0|O|\phi_0\rangle .
\]

Both factors have been projected, so the limit no longer contains \(\Psi\). Keeping \(e^{-\beta H/2}\Psi\propto c_0\phi_0+c_1e^{-\beta\Delta_1/2}\phi_1\), the leading bias is

\[
2\,\frac{c_1}{c_0}\,\langle\phi_0|O|\phi_1\rangle\,e^{-\beta\Delta_1/2}.
\]

The exponent is half that of the energy, so a path long enough for the energy may be too short for other observables. At bead \(j\) the factor \(2e^{-\beta\Delta_1/2}\) becomes \(e^{-j\tau\Delta_1}+e^{-(\beta-j\tau)\Delta_1}\), which is smallest at the centre.

At the end of a long path one obtains instead the mixed average \(\langle\Psi|O|\phi_0\rangle/\langle\Psi|\phi_0\rangle\). Scale \(\Psi=\phi_0+\delta\) with \(\langle\phi_0|\delta\rangle=0\), and let \(O_{00}=\langle\phi_0|O|\phi_0\rangle\). The mixed average is \(O_{00}+\langle\delta|O|\phi_0\rangle\), while the variational average is \(O_{00}+2\langle\delta|O|\phi_0\rangle+O(\delta^2)\). The combination \(2\times\text{mixed}-\text{variational}\) thus removes the first-order error and leaves the second.

The local energy should not be averaged at the middle. There its long-path limit is \(\int\phi_0^2E_L\). Integration by parts, with vanishing boundary terms, gives \(-\tfrac12\int\phi_0^2\nabla\cdot F=\int\phi_0\nabla\phi_0\cdot F\). Using \(E_0=\int(\phi_0^2V+\tfrac12|\nabla\phi_0|^2)\),

\[
\int\phi_0^2E_L=\int\big(\phi_0^2V+\phi_0\nabla\phi_0\cdot F-\tfrac12\phi_0^2F^2\big)
=E_0-\tfrac12\int|\nabla\phi_0-\phi_0F|^2 .
\]

This lies below \(E_0\) unless \(\Psi\propto\phi_0\). The kinetic energy is obtained as the end energy minus the middle average of \(V\).

## 8. Worked example

One electron moves in one dimension in \(V=k_2x^2+k_4x^4\), with \(k_2=1\) eV/Å² and \(k_4=2\) eV/Å⁴. The trial function \(\Psi=e^{-ax^2/2}\) has \(a=0.8889\) Å⁻², so that \(\Psi^2\) has standard deviation 0.75 Å. This is deliberately too broad. The path has \(M=32\) links with \(\tau=0.02\) eV⁻¹ (setting \(\hbar=1\)), hence \(\beta=0.64\) eV⁻¹.

**One acceptance probability.** For this \(\Psi\), the Trotter formula of Section 4 reduces to

\[
\ln w=-\tfrac12a\Delta^2+\tfrac12\tau a^2x^2-\tau\bar V,
\]

where \(x\) is the starting bead. In the second term \(\tau\) stands for \(\hbar^2\tau/m\), which is 0.5442 bohr² or 0.1524 Å². Suppose the end bead at 0.4 Å proposes a bead at 1.1 Å. Then \(\bar V=(0.2112+4.1382)/2=2.1747\) eV and

\[
\ln w_{\rm new}=-0.21778+0.00963-0.04349=-0.25164,\qquad w_{\rm new}=0.7775 .
\]

At the other end the cut bead lies at 0.3 Å and its neighbour at 0.5 Å. Here \(\bar V=0.2406\) eV and

\[
\ln w_{\rm cut}=-0.0178+0.0151-0.0048=-0.0075,\qquad w_{\rm cut}=0.9925 .
\]

The acceptance probability is \(0.7775/0.9925=0.783\).

**Projection error.** Diagonalization on a grid gives \(E_0=3.6915\) eV (0.13566 hartree). With the exact propagator the end energy falls from 4.154 eV at \(\beta=0\) to 3.698 eV at 0.16 eV⁻¹ and 3.6917 eV at 0.32 eV⁻¹; at 0.64 eV⁻¹ it agrees with \(E_0\) to the digits quoted. By parity the odd state \(n=1\) has no overlap with \(\Psi\), so the first contributing excited state is the lowest even one, \(n=2\), with \(\Delta_1=20.74\) eV. The computed decay rates are 20.74 eV for the energy and 10.37 eV for the middle \(\langle x^2\rangle\), as Sections 6 and 7 require.

**Time-step error.** For a long path at \(\tau=0.02\) eV⁻¹, the errors relative to diagonalization are:

| Link | End energy (eV) | Middle \(\langle x^2\rangle\) (Å²) |
|---|---|---|
| Trotter | −0.0080 | −0.0009 |
| Local-energy | +0.0434 | +0.0210 |

Halving \(\tau\) divides the Trotter errors by 3.9 and 4.0. For the local-energy link, halving a smaller step of 0.005 eV⁻¹ divides them by 2.0. These are the second and first orders derived above. For the second link \(a\tau=0.135\), so its effective kinetic energy is 16% too large, which broadens the state and accounts for the sign of its error in \(\langle x^2\rangle\).

**Sampling.** The simulation uses 1500 independent reptiles, the Trotter link and the bounce rule. Error bars are one standard error. "Same path" denotes deterministic integration at the same \(\tau\) and \(M\).

| Quantity | Sampled | Same path | Diagonalization |
|---|---|---|---|
| End energy (eV) | 3.6850 ± 0.0016 | 3.6835 | 3.6915 |
| Middle \(\langle x^2\rangle\) (Å²) | 0.4169 ± 0.0007 | 0.4164 | 0.4172 |
| Kinetic energy (eV) | 2.322 ± 0.003 | 2.322 | 2.322 |

The sampled energy lies 0.0065 eV below \(E_0\), about four error bars. It agrees with the discretized path, so this is the time-step error and not a sampling fault.

**Mixed and pure averages.** The values of \(\langle x^2\rangle\) are 0.5625 Å² in the trial state, 0.4716 Å² mixed and 0.4172 Å² pure (1.490 bohr²). Extrapolation gives \(2(0.4716)-0.5625=0.3807\) Å². Its error of −0.0365 Å² is smaller than the mixed error of +0.0544 Å², but far from negligible: this trial function is too poor for a first-order correction.

Along the discretized path, \(\langle x^2\rangle\) falls from 0.4705 Å² at the end to 0.4261, 0.4181 and 0.4164 Å² at beads 4, 8 and 16. The long-path value at this \(\tau\) is \(0.41716-0.00091=0.41625\) Å². The excess over it drops from 0.0098 to 0.0019 Å² between beads 4 and 8, a factor of 0.19, equal to the predicted \(e^{-4\tau\Delta_1}=0.19\).

With the exact propagator, the local energy averaged at the middle of a long path would be 3.500 eV, which is below \(E_0\) by the 0.191 eV that the identity of Section 7 gives.

**Direction rule.** Both rules accept 95.0% of moves. With the same number of moves, the error bar of the middle \(\langle x^2\rangle\) is 3.4 times larger for random directions, so, if both error bars fall as the inverse square root of the number of moves, equal precision would need about \(3.4^2\approx12\) times as many moves. This is an estimate from a single run length. That run gives 0.4212 ± 0.0022 Å², about two error bars above the deterministic 0.4164 Å² and within the tolerance of 4.5 error bars set in the numerical check.

## Numbers as computed

```
k2 = 1.0 eV/A^2, k4 = 2.0 eV/A^4, trial sigma = 0.75 A
tau = 0.02 1/eV, M = 32, beta = 0.64 1/eV
tau = 0.5442 a.u., trial exponent a = 0.8889 1/A^2
Three-site stationarity defect, random direction: 7.9e-17
  same, bounce rule: 8.9e-17
  bounce detailed-balance defect: 1.679
  defect if proposal ratio is omitted: 0.153
  defect if direction never reverses: 0.275
Hand move: old end 0.4 A, new bead 1.1 A
  cut bead 0.3 A, its neighbour 0.5 A
  w_new = 0.7775, w_cut = 0.9925, acceptance = 0.7834
Diagonalization: E0 = 3.6915 eV = 0.135659 hartree
  even-parity gap = 20.743 eV
  overlap of trial and ground state = 0.99332
  pure <V> = 1.3695 eV, <T> = 2.3219 eV
End energy with exact propagator:
  beta = 0.00 1/eV: 4.15426 eV
  beta = 0.08 1/eV: 3.72936 eV
  beta = 0.16 1/eV: 3.69804 eV
  beta = 0.32 1/eV: 3.69171 eV
  beta = 0.64 1/eV: 3.69147 eV
Bias decay rate: energy 20.743 eV, middle x^2 10.374 eV
<x^2> variational = 0.56250 A^2
<x^2> mixed = 0.47158 A^2
<x^2> extrapolated = 0.38066 A^2
<x^2> pure = 0.41716 A^2 = 1.48971 bohr^2
E_L averaged at middle = 3.5004 eV, deficit = 0.1911 eV
Trotter link, tau error: E -0.00801 eV, x^2 -0.000907 A^2
local-energy link, tau error: E +0.04339 eV, x^2 +0.021045 A^2
Error ratio on halving tau (E, x^2): Trotter 3.90, 3.99
  local-energy link: 1.98, 2.01
Discretized path on grid, <x^2> by slice:
  slice 0: 0.47046 A^2
  slice 2: 0.43896 A^2
  slice 4: 0.42605 A^2
  slice 8: 0.41812 A^2
  slice 16: 0.41639 A^2
Reptation with bounce rule, and grid value of same path:
  end energy: 3.68499 +- 0.00163, grid 3.68346 eV
  end x^2: 0.47147 +- 0.00051, grid 0.47046 A^2
  middle x^2: 0.41690 +- 0.00065, grid 0.41639 A^2
  kinetic energy: 2.32230 +- 0.00297, grid 2.32232 eV
Acceptance rate: bounce 0.9504, random 0.9504
Random-direction middle x^2 = 0.42117 +- 0.00224 A^2
Error-bar ratio random/bounce, middle x^2 = 3.42
```
